# Mean pressure and residence time in compressible Poiseuille flow

## Problem

A heated line carries nitrogen to an atomic layer deposition reactor. It is a straight circular tube of radius $R=5$ mm and length $L=1$ m at $T=423$ K. The pressure is $p_1=2$ torr just inside the inlet and $p_2=1$ torr just inside the outlet. The viscosity is $\mu=23$ μPa s, a rough value for nitrogen at this temperature.

How long does a molecule stay in the tube on average, and which mean pressure fixes that time? In particular, may the arithmetic mean of the end pressures, 1.5 torr, be used?

The gas is ideal and the flow is steady, laminar and isothermal. Slip at the wall, inertia, the entry region, axial diffusion and uptake by the wall are neglected at first. Since $R\ll L$, the pressure is taken as uniform over each cross-section. The axial coordinate is $x$, the cross-section is $A=\pi R^2$, the volume is $V=AL$, and $U(x)$ is the axial speed averaged over the cross-section.

**What the residence time measures.** Let molecules enter at the steady rate $\dot N$, and let $P(t)$ be the probability that a molecule is still inside a time $t$ after entering. Those that entered between $t$ and $t+dt$ ago contribute $\dot N P(t)\,dt$ to the present content $N$, so

$$N=\dot N\int_0^\infty P(t)\,dt=\dot N\,\tau .$$

The last step holds because the integral of a survival probability is the mean lifetime. By the ideal gas law, with $k_B$ the Boltzmann constant,

$$N=\frac{1}{k_BT}\int p\,dV=\frac{\langle p\rangle V}{k_BT},\qquad \dot N=\frac{pUA}{k_BT}\equiv\frac{Q}{k_BT}.$$

Here $\langle p\rangle$ is the volume average and $Q$ is the throughput, in units of pressure times volume per time. Dividing,

$$\tau=\frac{V\langle p\rangle}{Q}. \tag{1}$$

The pressure in (1) measures how much gas the tube holds.

## First estimate by scaling

Viscous drag balances the pressure drop $\Delta=p_1-p_2$, which gives a speed of order $R^2\Delta/(\mu L)$ and hence a time of order

$$\frac{\mu L^2}{R^2\Delta}\approx 7\ \text{ms}.$$

The numerical factor is still missing; for Poiseuille flow it will turn out to be near 8, which brings the time to some tens of milliseconds.

For the mean pressure, the crudest choice is a straight line between the ends, with average $p_m=(p_1+p_2)/2=1.5$ torr. The line cannot be right. The same number of molecules crosses every section, so the gas moves twice as fast at 1 torr as at 2 torr. The viscosity of a dilute gas does not depend on pressure, so twice the speed needs twice the pressure gradient.

A better guess lets the gradient grow linearly along the tube, in the ratio 1:2 and with mean 1 torr/$L$. It then runs from $2/3$ to $4/3$ torr/$L$, so $p''=-(2/3)$ torr/$L^2$. A parabola with constant $p''$ lies above its chord by $|p''|x(L-x)/2$. The average of $x(L-x)$ over the tube is $L^2/6$, so the mean excess is

$$\frac{|p''|L^2}{12}=\frac{1}{18}\ \text{torr}\approx0.06\ \text{torr}.$$

The estimate is therefore slightly above 1.5 torr. The assumed parabola has not been justified, so the exact profile of the model is needed.

## Exact solution of the model

**Speed in one cross-section.** Consider a coaxial cylinder of gas of radius $r$ and length $dx$. The net pressure force on it is $-\pi r^2(dp/dx)\,dx$. The viscous force on its side is $2\pi r\mu(du/dr)\,dx$, which is negative because the speed falls outward. Their sum vanishes:

$$\frac{du}{dr}=\frac{r}{2\mu}\frac{dp}{dx}.$$

Integrating from $r$ to $R$ with $u(R)=0$ gives

$$u(r)=-\frac{R^2-r^2}{4\mu}\frac{dp}{dx}.$$

The average over the section is

$$U=\frac{2}{R^2}\int_0^R u\,r\,dr=-\frac{1}{2\mu R^2}\frac{dp}{dx}\int_0^R(R^2-r^2)\,r\,dr=-\frac{R^2}{8\mu}\frac{dp}{dx}, \tag{2}$$

since the integral equals $R^4/4$. It follows that $u=2U(1-r^2/R^2)$.

**Pressure profile.** In steady isothermal flow $Q=ApU$ is the same at every $x$. Inserting (2),

$$Q=-\frac{AR^2}{8\mu}\,p\frac{dp}{dx}=-\frac{AR^2}{16\mu}\frac{d(p^2)}{dx}.$$

Thus $d(p^2)/dx$ is constant, and the end values fix

$$p^2=p_1^2-(p_1^2-p_2^2)\frac{x}{L}, \tag{3}$$

$$Q=\frac{AR^2}{16\mu L}(p_1^2-p_2^2)=\frac{AR^2}{8\mu L}\,p_m\,\Delta. \tag{4}$$

The second form uses $p_1^2-p_2^2=2p_m\Delta$. The arithmetic mean has a proper place here: it gives the correct throughput for a given pressure drop.

**Volume average.** The section is uniform, so the volume average is an average over length. With $s=x/L$ and pressures in torr, (3) reads $p=\sqrt{4-3s}$, and

$$\langle p\rangle=\int_0^1\sqrt{4-3s}\,ds=\left[-\frac29(4-3s)^{3/2}\right]_0^1=\frac29(8-1)=\frac{14}{9}\ \text{torr}.$$

This is the pressure that belongs in (1). For general end pressures, differentiating (3) gives $dx=-2Lp\,dp/(p_1^2-p_2^2)$. The minus sign is absorbed by exchanging the limits:

$$\langle p\rangle=\frac{2}{p_1^2-p_2^2}\int_{p_2}^{p_1}p^2\,dp=\frac23\,\frac{p_1^3-p_2^3}{p_1^2-p_2^2}. \tag{5}$$

To separate the excess over $p_m$, write $p_{1,2}=p_m\pm\Delta/2$. Then

$$p_1^3-p_2^3=\Delta(p_1^2+p_1p_2+p_2^2)=\Delta\left(3p_m^2+\frac{\Delta^2}{4}\right).$$

Dividing by $2p_m\Delta$ and multiplying by $2/3$,

$$\langle p\rangle=p_m+\frac{\Delta^2}{12\,p_m}. \tag{6}$$

**Residence time.** Putting (4) and (5) into (1),

$$\tau=\frac{32}{3}\,\frac{\mu L^2}{R^2}\,\frac{p_1^3-p_2^3}{(p_1^2-p_2^2)^2}. \tag{7}$$

**Numbers.** Equation (4) gives $Q=0.2845$ Pa m³/s, or 2.134 torr L/s, equivalent to 109 sccm (273.15 K, 1 atm). The volume is 0.07854 L, so

$$\tau=\frac{0.07854\times1.5556}{2.134}\ \text{s}=57.2\ \text{ms}.$$

The mean speed rises from 13.6 m/s at the inlet to 27.2 m/s at the outlet.

**Individual molecules.** Without radial mixing, $pu$ at fixed $r$ does not change along the tube, so continuity requires no radial flow and each streamline keeps its radius. With $\sigma=r^2/R^2$, its transit time is $\tau/[2(1-\sigma)]$. Gas on the axis leaves after $\tau/2=28.6$ ms, and gas near the wall takes far longer. The fraction of the entering flux in $d\sigma$ is $2(1-\sigma)\,d\sigma$. The flux-weighted mean is therefore $\int_0^1\tau\,d\sigma=\tau$, as (1) demands.

Radial diffusion changes the spread but not this mean. At the outlet the diffusion coefficient is roughly 290 cm²/s, so $R^2/D$ is about 1 ms, much shorter than $\tau$. A random walk of 2000 molecules through this flow, with radial diffusion and flux-weighted entry, gave a mean of 57.20 ms with a standard error of 0.04 ms. The individual times had a standard deviation of 1.8 ms. This leaves out axial diffusion, which hardly moves the mean but dominates the spread here, because $UR/D$ is only about 5; including it raises the standard deviation to about 3.2 ms. This ranking is for nitrogen diffusing in nitrogen. For a species that diffuses half as fast, as a heavier precursor may, the velocity profile contributes more (2.6 ms) than axial diffusion (1.9 ms), with nearly the same total.

## Comparison

Using 1.5 torr in (1) with the same $Q$ gives 55.2 ms, which is 3.6% below the model's 57.2 ms. By (4), this shorter time equals $8\mu L^2/(R^2\Delta)$, which supplies the factor 8 missing from the scaling estimate.

The parabola did better than its derivation promised. For general end pressures its end gradients are $2\Delta p_2/[(p_1+p_2)L]$ and $2\Delta p_1/[(p_1+p_2)L]$. They differ by $\Delta^2/(p_mL)$, so the mean excess is $\Delta^2/(12p_m)$, the same as in (6). The profiles themselves differ: at mid-length the parabola gives $1.5+(2/3)/8=1.583$ torr, while (3) gives $\sqrt{2.5}=1.581$ torr. The true profile stays above 1.5 torr over the first 58% of the tube.

**Limiting cases.** Equation (6) gives $\langle p\rangle/p_m=1+\Delta^2/(12p_m^2)$. For a small pressure drop the arithmetic mean suffices, with an error of second order in $\Delta/p_m$. For 2 and 1 torr the ratio is 28/27. As $p_2\to0$, $\Delta\to2p_m$ and the ratio tends to 4/3. That limit belongs to the formula rather than to a real gas, because the mean free path and the speed both grow without bound at the outlet. The model fails well before the limit: with $p_1=2$ torr, the outlet speed from (4) reaches the isothermal sound speed $\sqrt{k_BT/m}$ ($m$ the molecular mass) near $p_2=0.1$ torr, where the ratio is only 1.27 and the mean free path is 15% of the radius.

**Slip.** In the example the mean free path $\lambda$ at the outlet is 77 μm, or 1.5% of the radius. Here $\lambda=(\mu/p)\sqrt{\pi k_BT/2m}$, with $m$ the molecular mass. For diffuse reflection, Maxwell's estimate of first-order slip replaces $u(R)=0$ by

$$u(R)=-\lambda\left.\frac{du}{dr}\right|_R=-\frac{\lambda R}{2\mu}\frac{dp}{dx}.$$

This speed is added at every radius, so (2) acquires the factor $1+4\lambda/R$. At fixed temperature $\lambda p$ is constant, and hence so is $a=4\lambda p/R=0.061$ torr. The flow law becomes

$$Q=-\frac{AR^2}{8\mu}(p+a)\frac{dp}{dx}.$$

Now $(p+a)^2$ is linear in $x$. Equation (6) applies to $p+a$, whose arithmetic mean is $p_m+a$ and whose drop is still $\Delta$. Subtracting $a$ from the result,

$$\langle p\rangle=p_m+\frac{\Delta^2}{12(p_m+a)}=1.553\ \text{torr}.$$

The throughput is now proportional to $(p_1+a)^2-(p_2+a)^2=2(p_m+a)\Delta$. It therefore grows by the factor $1+a/p_m$, or 4.1%. Maxwell's coefficient is only an estimate: the BGK kinetic model gives a slip length of $1.15\lambda$ for a diffuse wall, hence $a=0.070$ torr, a gain of 4.7% and a time shorter by a further 0.3 ms.

**Inertia.** The accelerating gas needs the force density $\rho u\,\partial u/\partial x=4(1-\sigma)^2\rho U\,dU/dx$, where $\rho$ is the mass density. Multiplying the radial force balance by $R^2-r^2$ and integrating by parts shows that a force density at $\sigma$ enters $U$ with the weight $2(1-\sigma)\,d\sigma$. The additional pressure gradient is therefore $\rho U\,(dU/dx)\int_0^1 8(1-\sigma)^3d\sigma=2\rho U\,dU/dx$. Alone, this lowers the throughput by 0.5%. With slip and inertia together, the average pressure is 1.554 torr and the residence time is about 55.25 ms, 3.5% below the value from (7). The numerical output uses the cruder factor $4/3$, the average of $u^2/U^2$, which keeps the Poiseuille wall shear and gives 0.4% and 55.2 ms.

That time nearly equals the one obtained with 1.5 torr, but the agreement is accidental: one calculation has too little gas in the tube, the other a larger throughput. The distinction matters in use. If $Q$ is predicted from the end pressures, slip matters in this example about as much as the choice of mean pressure (4.1% against 3.6%); in a wider tube, or at higher pressure with the same ratio $p_1/p_2$, it would matter less. At higher pressure with the same drop $\Delta$ it outweighs the choice of mean, since slip falls as $1/p_m$ and the excess in (6), relative to $p_m$, as $1/p_m^2$. If $Q$ is measured together with both end pressures, slip and inertia enter (1) through $\langle p\rangle$ alone and change it by about 0.1%, whereas 1.5 torr would still make the time about 3.5% too short.

**The real line.** The bore matters strongly: at fixed length and end pressures, (7) makes $\tau$ vary as $R^{-2}$, so a narrower line then keeps the gas longer; the law needs low speeds and small slip. At $R=10$ mm the Mach number of the mean outlet speed would already be 0.26, and about twice that on the axis; at $R=2.5$ mm slip, which grows as $1/R$, makes the time about 8% shorter than the law gives. A line fed at fixed throughput into a fixed outlet pressure behaves the other way: with the same $Q$ and $p_2$, the time is 154 ms at $R=10$ mm and 44 ms at $R=2.5$ mm. Among the effects sized here, slip moves the predicted time most. The others are smaller: an entry region of roughly 13 mm in 1 m (its loss depends on how the tube is fed; each inlet dynamic pressure $\rho U^2/2\approx0.2$ Pa lost there costs 0.2% of the throughput, so it can rival the inertia term and is not included above), an axial Péclet number $UL/D$ near 900, and temperature differences of about 1 K (friction alone would warm the axis by 0.5 K, but with the expansion work the axis ends up about 1 K colder than the wall). The error of the rough viscosity passes in full into $\tau$ from (7), but does not affect (5). Real lines also have pulsed valves, bends and walls that adsorb precursor. These are not sized here, so the computed time, 57 ms in the simplest model and about 55 ms with slip and inertia, describes inert gas in steady flow and is not a sufficient purge time. The numerical output lists the inputs and the values for the main example.

## Computed results

```
inlet pressure: 2 torr
outlet pressure: 1 torr
tube radius: 5 mm
tube length: 1 m
temperature: 423 K
viscosity (rough): 23 uPa s
molar mass: 28 g/mol
Schmidt number (rough): 0.75
Prandtl number (rough): 0.7
tube volume: 78.54 cm3
exact average pressure: 14/9 torr
average pressure, formula: 1.555556 torr
average pressure, boundary-value solution: 1.555556 torr
arithmetic mean pressure: 1.5 torr
ratio of the two means: 1.03704
ratio for vanishing outlet pressure: 4/3
pressure at mid-length: 1.5811 torr
fraction of tube above arithmetic mean: 0.58333
throughput: 0.2845 Pa m3/s
throughput: 2.134 torr L/s
standard flow (273.15 K, 1 atm): 108.8 sccm
mean speed at inlet: 13.59 m/s
mean speed at outlet: 27.17 m/s
residence time, closed form: 57.249 ms
residence time, tracked plug: 57.249 ms
transit time on the axis: 28.625 ms
residence time if 1.5 torr is used: 55.205 ms
error of that time: -3.57 %
random walk, mean time: 57.2 ms
random walk, standard error: 0.041 ms
random walk, spread of times: 1.8 ms
mean free path at outlet: 76.6 um
outlet mean free path / radius: 0.0153
slip pressure a: 0.0613 torr
average pressure with slip: 1.5534 torr
throughput change by slip: 4.09 %
average pressure with inertia: 1.556 torr
throughput change by inertia: -0.36 %
average pressure, slip and inertia: 1.5538 torr
residence time, slip and inertia: 55.16 ms
change of residence time by both: -3.66 %
Reynolds number: 12.5
Mach number at outlet: 0.065
entry length (rough): 13 mm
diffusion coefficient at outlet (rough): 2.9e+02 cm2/s
axial Peclet number U L / D (rough): 9.4e+02
self-heating scale (rough): 0.5 K
```
